# CCSD equals full CI for two electrons or two holes: test program

```python
"""
Result under test: CCSD equals full CI (FCI) in a finite basis when there are
only two electrons, or only two empty spin orbitals (two holes).
The reference |0> is the closed-shell RHF determinant; T = T1 + T2 contains
single and double excitations, and the CCSD state is exp(T)|0>.
h[p,q] and eri[p,q,r,s] = (pq|rs) are integrals over real RHF orbitals.
Determinants are bit strings: n spin-up orbitals, then n spin-down orbitals.
E_pq moves an electron from orbital q to orbital p, summed over spin.
Energies are in hartree and lengths in bohr.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from pyscf import ao2mo, fci, gto, scf
from pyscf.cc import rccsd

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def move(det, source, target):
    """Apply create(target) annihilate(source); return sign and determinant."""
    if not (det >> source) & 1:
        return 0, 0
    swaps = (det & ((1 << source) - 1)).bit_count()
    det ^= 1 << source
    if (det >> target) & 1:
        return 0, 0
    swaps += (det & ((1 << target) - 1)).bit_count()
    return (-1) ** swaps, det | (1 << target)


def excite(det, pairs):
    sign = 1
    for source, target in pairs:
        factor, det = move(det, source, target)
        if factor == 0:
            return 0, 0
        sign *= factor
    return sign, det


def prepare(atoms, basis):
    """RHF, production CCSD, and an FCI matrix built from E_pq operators."""
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-8, 200
    mf.kernel()
    assert mf.converged
    orbitals = mf.mo_coeff
    n, nocc = orbitals.shape[1], mol.nelectron // 2
    h = orbitals.T @ mf.get_hcore() @ orbitals
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n)

    strings = [sum(1 << p for p in c) for c in combinations(range(n), nocc)]
    dets = [up | (down << n) for up in strings for down in strings]
    index = {det: k for k, det in enumerate(dets)}
    size, ref = len(dets), dets[0]
    ranks = np.array([(ref & ~det).bit_count() for det in dets])
    E = np.zeros((n, n, size, size))
    for col, det in enumerate(dets):
        for shift in (0, n):
            for q in range(n):
                for p in range(n):
                    sign, new = move(det, q + shift, p + shift)
                    if sign:
                        E[p, q, index[new], col] += sign
    one_body = h - 0.5 * np.einsum("pqqs->ps", eri)
    W = 0.5 * np.tensordot(eri, E, axes=([2, 3], [0, 1]))
    H = np.tensordot(one_body, E, axes=([0, 1], [0, 1]))
    for p in range(n):
        for q in range(n):
            H += E[p, q] @ W[p, q]
    assert np.allclose(H, H.T, atol=1e-9)
    levels, states = np.linalg.eigh(H)

    cc = rccsd.RCCSD(mf)
    cc.conv_tol, cc.conv_tol_normt, cc.max_cycle = 1e-11, 1e-9, 300
    cc.kernel()
    assert cc.converged
    nuc = mol.energy_nuc()
    assert abs(H[0, 0] + nuc - mf.e_tot) < 1e-8
    assert abs(fci.FCI(mf).kernel()[0] - levels[0] - nuc) < 1e-7
    return SimpleNamespace(
        n=n, nocc=nocc, h=h, eri=eri, dets=dets, index=index, ref=ref,
        ranks=ranks, E=E, H=H, levels=levels, states=states, nuc=nuc,
        eps=np.tile(mf.mo_energy, 2), hf=mf.e_tot, fci=levels[0] + nuc,
        ccsd=cc.e_tot, t1=np.array(cc.t1), t2=np.array(cc.t2))


def cluster_table(s, allowed):
    """Matrix elements of all excitation operators of the allowed ranks."""
    labels = np.flatnonzero(np.isin(s.ranks, allowed))
    entries, gaps = [], []
    for number, label in enumerate(labels):
        removed, added = s.ref & ~s.dets[label], s.dets[label] & ~s.ref
        sources = [p for p in range(2 * s.n) if (removed >> p) & 1]
        targets = [p for p in range(2 * s.n) if (added >> p) & 1]
        pairs = list(zip(sources, targets))
        gaps.append(s.eps[targets].sum() - s.eps[sources].sum())
        phase = excite(s.ref, pairs)[0]
        for col, det in enumerate(s.dets):
            sign, new = excite(det, pairs)
            if sign:
                entries.append((s.index[new], col, phase * sign, number))
    rows, cols, signs, owner = np.array(entries).T
    return SimpleNamespace(labels=labels, gaps=np.array(gaps), rows=rows,
                           cols=cols, signs=signs, owner=owner)


def cluster_matrix(s, table, amplitudes):
    T = np.zeros_like(s.H)
    T[table.rows, table.cols] = table.signs * amplitudes[table.owner]
    return T


def exp_action(T, vector):
    """Exact exponential: T only raises the excitation rank."""
    result, term, order = vector.copy(), vector.copy(), 0
    while np.any(term):
        order += 1
        term = T @ term / order
        result += term
    return result


def transformed_reference(s, T):
    """exp(-T) H exp(T) |0>."""
    start = np.zeros(len(s.dets))
    start[0] = 1.0
    return exp_action(-T, s.H @ exp_action(T, start))


def solve_cluster(s, allowed):
    """Solve the projected equations directly in determinant space."""
    table = cluster_table(s, allowed)
    t = np.zeros(len(table.labels))
    for _ in range(500):
        vector = transformed_reference(s, cluster_matrix(s, table, t))
        residual = vector[table.labels]
        if np.max(np.abs(residual)) < 1e-10:
            break
        t -= residual / table.gaps
    assert np.max(np.abs(residual)) < 1e-10
    return vector[0] + s.nuc


def production_state(s):
    """exp(T)|0> from the amplitudes of the production CCSD code."""
    T = np.zeros_like(s.H)
    nvir = s.n - s.nocc
    for i in range(s.nocc):
        for a in range(nvir):
            Eai = s.E[s.nocc + a, i]
            T += s.t1[i, a] * Eai
            for j in range(s.nocc):
                for b in range(nvir):
                    T += 0.5 * s.t2[i, j, a, b] * Eai @ s.E[s.nocc + b, j]
    start = np.zeros(len(s.dets))
    start[0] = 1.0
    return exp_action(T, start)


def excited_root(s):
    """Convert an excited FCI state to amplitudes and test CCSD equations."""
    k = 1 + np.argmax(np.abs(s.states[0, 1:]))
    overlap = abs(s.states[0, k])
    assert overlap > 1e-3
    c = s.states[:, k] / s.states[0, k]
    table = cluster_table(s, [1, 2])
    is_single = s.ranks[table.labels] == 1
    singles = np.where(is_single, c[table.labels], 0.0)
    T1 = cluster_matrix(s, table, singles)
    connected = c - 0.5 * (T1 @ T1)[:, 0]
    t = np.where(is_single, singles, connected[table.labels])
    vector = transformed_reference(s, cluster_matrix(s, table, t))
    # Large amplitudes amplify rounding, hence the scale of the tolerance.
    scale = max(1.0, np.max(np.abs(t))) ** 2
    assert np.max(np.abs(vector[1:])) < 1e-8 * scale
    assert abs(vector[0] - s.levels[k]) < 1e-8 * scale
    return overlap, s.levels[k] + s.nuc


def pair_equation(s, holes):
    """Compare FCI with the explicit equation for one opposite-spin pair."""
    n = s.n
    if holes:
        coulomb = np.einsum("pqrr->pq", s.eri)
        exchange = np.einsum("prrq->pq", s.eri)
        one = -(s.h + 2 * coulomb - exchange)
        offset = 2 * np.trace(s.h) + np.trace(2 * coulomb - exchange)
        home, others, sign = n - 1, np.arange(n - 1), -1
    else:
        one, offset = s.h, 0.0
        home, others, sign = 0, np.arange(1, n), 1
    unit = np.eye(n)
    matrix = np.kron(one, unit) + np.kron(unit, one)
    matrix += s.eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    values, vectors = np.linalg.eigh(matrix)
    assert np.allclose(values + offset, s.levels, atol=1e-8)
    X = vectors[:, 0].reshape(n, n)
    X = X / X[home, home]
    single = s.t1.ravel()
    double = s.t2.reshape(n - 1, n - 1) + np.outer(single, single)
    assert np.allclose(X[others, home], sign * single, atol=1e-7)
    assert np.allclose(X[np.ix_(others, others)], double, atol=1e-7)
    return offset + s.nuc, values[0]


def ci_energy(s, highest):
    keep = np.flatnonzero(s.ranks <= highest)
    return np.linalg.eigvalsh(s.H[np.ix_(keep, keep)])[0] + s.nuc


def test_pair_case(name, s, holes):
    assert s.ranks.max() == 2
    assert abs(s.ccsd - s.fci) < 1e-8
    own_ccsd = solve_cluster(s, [1, 2])
    assert abs(own_ccsd - s.fci) < 1e-8
    exact = s.states[:, 0] / s.states[0, 0]
    state_error = np.max(np.abs(production_state(s) - exact))
    assert state_error < 1e-7
    ccd = solve_cluster(s, [2])
    doubles_only = np.flatnonzero(s.ranks != 1)
    cid = np.linalg.eigvalsh(s.H[np.ix_(doubles_only, doubles_only)])[0]
    assert abs(ccd - cid - s.nuc) < 1e-8
    assert ccd - s.fci > 1e-6
    o, v = slice(0, s.nocc), slice(s.nocc, s.n)
    pair = s.t2 + np.einsum("ia,jb->ijab", s.t1, s.t1)
    corr = np.einsum("iajb,ijab->", s.eri[o, v, o, v], pair)
    assert abs(corr - (s.fci - s.hf)) < 1e-8
    offset, pair_value = pair_equation(s, holes)
    overlap, root_energy = excited_root(s)
    i, a = np.unravel_index(np.argmax(np.abs(s.t1)), s.t1.shape)
    sign, det = excite(s.ref, [(i, s.nocc + a), (s.n + i, s.n + s.nocc + a)])
    coefficient = sign * exact[s.index[det]]
    assert abs(coefficient - s.t2[i, i, a, a] - s.t1[i, a] ** 2) < 1e-7

    print(f"{name}: spatial orbitals {s.n}, occupied {s.nocc}")
    print(f"  determinants {len(s.dets)}: singles {np.sum(s.ranks == 1)}, "
          f"doubles {np.sum(s.ranks == 2)}")
    print(f"  E(RHF)  = {s.hf:.8f} hartree")
    print(f"  E(CCSD) = {s.ccsd:.8f} hartree")
    print(f"  E(FCI)  = {s.fci:.8f} hartree")
    print(f"  |E(CCSD)-E(FCI)| = {abs(s.ccsd - s.fci):.1e} hartree")
    print(f"  largest wavefunction difference = {state_error:.1e}")
    print(f"  correlation energy = {corr:.8f} hartree "
          f"= {corr * HARTREE_EV:.5f} eV")
    print(f"  E(CCD)-E(FCI) = {ccd - s.fci:.3e} hartree")
    print(f"  largest single: occupied {i + 1} -> orbital {s.nocc + a + 1}, "
          f"|t1| = {abs(s.t1[i, a]):.7f}")
    print(f"  same orbitals, pair: t2 = {s.t2[i, i, a, a]:.7f}, "
          f"t1^2 = {s.t1[i, a] ** 2:.7f}")
    print(f"  FCI coefficient of that double = {coefficient:.7f}")
    if holes:
        print(f"  filled-shell energy with nuclei = {offset:.8f} hartree")
        print(f"  lowest two-hole eigenvalue = {pair_value:.8f} hartree")
    else:
        print(f"  nuclear repulsion = {s.nuc:.8f} hartree")
        print(f"  lowest two-electron eigenvalue = {pair_value:.8f} hartree")
    print(f"  excited CCSD root: E = {root_energy:.8f} hartree, "
          f"|<0|Psi>| = {overlap:.5f}")


h2_length, hf_length, stretched_length = 1.4, 1.75, 4.0
print(f"Bond lengths: H2 {h2_length} bohr, HF molecule {hf_length} bohr")
h2 = prepare(f"H 0 0 0; H 0 0 {h2_length}", "cc-pvdz")
test_pair_case("H2, cc-pVDZ", h2, holes=False)
hf = prepare(f"F 0 0 0; H 0 0 {hf_length}", "sto-3g")
test_pair_case("Hydrogen fluoride, STO-3G", hf, holes=True)

far = prepare(f"H 0 0 0; H 0 0 {stretched_length}", "cc-pvdz")
assert abs(far.ccsd - far.fci) < 1e-8
assert abs(far.fci - far.hf) > 2 * abs(h2.fci - h2.hf)
largest = far.t2.ravel()[np.argmax(np.abs(far.t2))]
print(f"Stretched H2, cc-pVDZ, {stretched_length} bohr")
print(f"  E(RHF) = {far.hf:.8f} hartree")
print(f"  E(CCSD) = {far.ccsd:.8f}, E(FCI) = {far.fci:.8f} hartree")
print(f"  correlation energy = {far.fci - far.hf:.8f} hartree")
print(f"  largest double amplitude = {largest:.6f}")

x, y = 1.43, 1.11
water = prepare(f"O 0 0 0; H {x} {y} 0; H {-x} {y} 0", "sto-3g")
own_water = solve_cluster(water, [1, 2])
assert abs(own_water - water.ccsd) < 1e-8
assert water.ranks.max() == 4
assert abs(water.ccsd - water.fci) > 1e-6
water_cisd = ci_energy(water, 2)
assert abs(water_cisd - water.ccsd) > 1e-6
water_exact = water.states[:, 0] / water.states[0, 0]
higher = np.linalg.norm(water_exact[water.ranks > 2])
assert higher > 1e-4
print(f"Water, STO-3G: O at origin, H at (+/-{x}, {y}, 0) bohr")
print(f"  determinants {len(water.dets)}, "
      f"highest excitation {water.ranks.max()}, "
      f"empty spin orbitals {2 * (water.n - water.nocc)}")
print(f"  E(CCSD) = {water.ccsd:.8f}, E(FCI) = {water.fci:.8f} hartree")
print(f"  E(CCSD)-E(FCI) = {water.ccsd - water.fci:.3e} hartree")
print(f"  E(CISD)-E(FCI) = {water_cisd - water.fci:.3e} hartree")
print(f"  norm of FCI part above doubles, <0|Psi>=1: {higher:.6f}")
print("finished without a failed check")
```

Printed output:

```
Bond lengths: H2 1.4 bohr, HF molecule 1.75 bohr
H2, cc-pVDZ: spatial orbitals 10, occupied 1
  determinants 100: singles 18, doubles 81
  E(RHF)  = -1.12870945 hartree
  E(CCSD) = -1.16339873 hartree
  E(FCI)  = -1.16339873 hartree
  |E(CCSD)-E(FCI)| = 3.3e-11 hartree
  largest wavefunction difference = 3.3e-10
  correlation energy = -0.03468928 hartree = -0.94394 eV
  E(CCD)-E(FCI) = 1.264e-04 hartree
  largest single: occupied 1 -> orbital 3, |t1| = 0.0059928
  same orbitals, pair: t2 = -0.0507255, t1^2 = 0.0000359
  FCI coefficient of that double = -0.0506896
  nuclear repulsion = 0.71428571 hartree
  lowest two-electron eigenvalue = -1.87768445 hartree
  excited CCSD root: E = -0.08378441 hartree, |<0|Psi>| = 0.06742
Hydrogen fluoride, STO-3G: spatial orbitals 6, occupied 5
  determinants 36: singles 10, doubles 25
  E(RHF)  = -98.57166093 hartree
  E(CCSD) = -98.59820134 hartree
  E(FCI)  = -98.59820134 hartree
  |E(CCSD)-E(FCI)| = 5.5e-11 hartree
  largest wavefunction difference = 3.1e-10
  correlation energy = -0.02654041 hartree = -0.72220 eV
  E(CCD)-E(FCI) = 2.398e-04 hartree
  largest single: occupied 3 -> orbital 6, |t1| = 0.0116776
  same orbitals, pair: t2 = -0.1127317, t1^2 = 0.0001364
  FCI coefficient of that double = -0.1125954
  filled-shell energy with nuclei = -96.61744342 hartree
  lowest two-hole eigenvalue = -1.98075792 hartree
  excited CCSD root: E = -97.06044663 hartree, |<0|Psi>| = 0.08292
Stretched H2, cc-pVDZ, 4.0 bohr
  E(RHF) = -0.90678103 hartree
  E(CCSD) = -1.01240408, E(FCI) = -1.01240408 hartree
  correlation energy = -0.10562304 hartree
  largest double amplitude = -0.563211
Water, STO-3G: O at origin, H at (+/-1.43, 1.11, 0) bohr
  determinants 441, highest excitation 4, empty spin orbitals 4
  E(CCSD) = -75.01256209, E(FCI) = -75.01267849 hartree
  E(CCSD)-E(FCI) = 1.164e-04 hartree
  E(CISD)-E(FCI) = 7.061e-04 hartree
  norm of FCI part above doubles, <0|Psi>=1: 0.014611
finished without a failed check
```
